# A Coherent Frequency Comb Need Not Form Short Pulses

Take a steady laser and give it two weak sidebands, one a frequency \(\Omega\) above the carrier and one the same distance below. Divide out the optical oscillation \(e^{i\omega_0t}\), write \(x=\Omega t\), and set the carrier amplitude to 1. If both sidebands have amplitude \(\beta/2\), with \(\beta\ll1\), the field is

\[
1+\frac{\beta}{2}\left(e^{ix}+e^{-ix}\right)=1+\beta\cos x ,
\]

and its intensity is \((1+\beta\cos x)^2\approx1+2\beta\cos x\). The light brightens and dims at the frequency \(\Omega\). Now reverse the sign of the lower sideband:

\[
1+\frac{\beta}{2}\left(e^{ix}-e^{-ix}\right)=1+i\beta\sin x .
\]

The three lines have the same frequencies and powers as before, and their relative phases are just as fixed. Yet the intensity is \(1+\beta^2\sin^2x\), which has no variation at first order in \(\beta\). The sidebands now turn the phase of the field instead of changing its length.

The small remainder \(\beta^2\sin^2x\) appears because three lines give only the beginning of a pure phase modulation. To second order,

\[
e^{i\beta\sin x}\approx1+i\beta\sin x-\frac{\beta^2}{2}\sin^2x .
\]

Since \(\sin^2x=(1-\cos2x)/2\), the new term lowers the carrier by \(\beta^2/4\) and adds lines at \(\pm2\Omega\) of amplitude \(\beta^2/8\). The intensity becomes

\[
\left(1-\frac{\beta^2}{2}\sin^2x\right)^2+\beta^2\sin^2x
=1+\frac{\beta^4}{4}\sin^4x ,
\]

so the second-order variation has gone. Adding lines has made the light steadier.

## The belief and its appeal

The belief at issue is that a comb of equally spaced, mutually coherent lines must be a train of short pulses in time. Here mutually coherent means that the relative phases of the lines are fixed.

There is sound physics behind it. Let the line amplitudes be \(a_n\), so that the field envelope is

\[
u(x)=\sum_n a_n e^{inx}.
\]

Every term repeats when \(x\) grows by \(2\pi\), so fixed amplitudes do make the envelope periodic. If all the lines also come into step at one moment, they add to a high peak and then drift apart until the next period. A mode-locked laser that emits short pulses works in this way.

The weak point is the word "also". Fixed phases need not be phases that bring the lines into step. Periodicity says that the waveform repeats; it does not say what the waveform is, and a constant intensity repeats too.

## The counterexample at any modulation depth

An ideal phase modulator driven by a sinusoid produces

\[
E(t)=E_0e^{i\omega_0t}u(x),\qquad u(x)=e^{i\beta\sin x}.
\]

The peak phase is \(\beta=\pi V/V_\pi\), where \(V\) is the peak drive voltage and \(V_\pi\) is the voltage that gives a phase of \(\pi\) at the drive frequency. The model assumes steady input power, no voltage-dependent loss, no dispersion after the modulator, and no lost lines. "Intensity" means the average over an optical cycle, which is proportional to \(|E|^2\); I divide it by \(|E_0|^2\). Because \(\beta\sin x\) is real,

\[
I(x)=|u(x)|^2=e^{i\beta\sin x}e^{-i\beta\sin x}=1
\]

at every instant and for every \(\beta\).

The same field is a comb. It has period \(2\pi\) in \(x\), so it has a Fourier series, whose coefficients are the Bessel functions

\[
J_n(\beta)=\frac1{2\pi}\int_0^{2\pi}e^{i(\beta\sin x-nx)}dx,
\qquad
e^{i\beta\sin x}=\sum_nJ_n(\beta)e^{inx}.
\]

The lines lie at \(\omega_0+n\Omega\). Changing \(x\) to \(-x\) in the integral gives its complex conjugate, so each \(J_n\) is real. Writing \(x=\pi-y\) in the integral for \(J_{-n}\) leaves the sine unchanged and turns \(e^{inx}\) into \((-1)^ne^{-iny}\). Therefore

\[
J_{-n}=(-1)^nJ_n .
\]

These are the alternating signs already seen in the first pair of sidebands.

The spectrum can be broad. The mean of \(|u|^2\) is \(\sum J_n^2=1\), so \(J_n^2\) is the fraction of the power in line \(n\). The derivative is \(du/dx=i\beta\cos x\,u\), and the mean of its squared magnitude gives

\[
\sum_nn^2J_n^2=\frac{\beta^2}{2}.
\]

The rms line offset is thus \(\beta\Omega/\sqrt2\). The width comes from a frequency that sweeps to and fro, with instantaneous offset \(\beta\Omega\cos x\), and not from a short burst of light.

For a numerical case, take a lithium niobate modulator at 1550 nm, driven at 25 GHz with 5.0 V peak and \(V_\pi=3.5\) V. Then \(\beta=\pi(5.0/3.5)=4.488\) rad, and the rms offset is \(4.488\times25/\sqrt2=79.3\) GHz. The main lines are:

| \(n\) | \(J_n\) | \(J_{-n}\) | power in each, % |
|---|---|---|---|
| 0 | −0.323 | −0.323 | 10.5 |
| 1 | −0.228 | +0.228 | 5.2 |
| 2 | +0.222 | +0.222 | 4.9 |
| 3 | +0.426 | −0.426 | 18.1 |
| 4 | +0.347 | +0.347 | 12.0 |
| 5 | +0.193 | −0.193 | 3.7 |

These eleven lines are within 10 dB of the strongest. Adding up all lines from \(n=-30\) to \(30\) gives an intensity that differs from 1 by at most \(3\times10^{-15}\), which is computer rounding. The weak outer lines matter: the eleven strong lines carry 98.4% of the power, yet taken alone they leave deviations of up to 0.34.

## Where the beats go

Two neighbouring lines alone would beat at 25 GHz. To see what happens to the beats in the full comb, multiply the series for \(u\) by its conjugate and collect the terms that oscillate as \(e^{imx}\):

\[
I(x)=\sum_mI_me^{imx},\qquad I_m=\sum_na_{n+m}a_n^* .
\]

Each \(I_m\) is the sum of all beats between lines \(m\) places apart. Since the intensity of the phase-modulated comb is 1, its Fourier coefficients must be \(I_0=1\) and \(I_m=0\) for \(m\neq0\).

For odd \(m\) the cancellation can be seen pair by pair. Match the term \(J_{n+m}J_n\) with the one whose lower line is \(-n-m\). That partner is

\[
J_{-n}J_{-n-m}=(-1)^n(-1)^{n+m}J_nJ_{n+m}=(-1)^mJ_{n+m}J_n ,
\]

which for odd \(m\) is the opposite of the first. In the example, \(J_3J_4=+0.148\) and \(J_{-4}J_{-3}=-0.148\). Either pair of lines, taken alone, would give a 25 GHz intensity oscillation of amplitude \(2\times0.148=0.30\) of the comb's mean intensity. Together the two oscillations vanish. Over the whole comb, the positive products for \(m=1\) add to +0.452 and the negative ones to −0.452.

For even \(m\) the partners are equal, so this pairing does not cancel them and the whole sum is needed. For \(m=2\) its positive and negative parts are +0.389 and −0.389.

For this ideal comb a fast photodetector therefore gives no tone at the line spacing. This absence does not show that the lines lack coherence: here their definite phases are what cancels the beats.

## What a pulse requires

At any instant the size of a sum cannot exceed the sum of the sizes:

\[
I(x)=\left|\sum_na_ne^{inx}\right|^2\le\left(\sum_n|a_n|\right)^2 .
\]

Equality at a moment \(x_0\) requires every term to have the same phase there, so

\[
\arg a_n=\phi_0-nx_0\quad(\text{modulo }2\pi).
\]

The highest peak available from given line powers thus needs phases that are linear in line number. The constant \(\phi_0\) is an overall phase, and the slope sets only the time of the peak. Coherence requires the phases to be fixed; this condition says which fixed values they must take.

Keep the line powers of the example and make all phases equal. The amplitudes are then \(|J_n|\), whose sum over all lines is 3.404 (the eleven tabulated lines give 3.15), and the peak is \(3.404^2\approx11.6\) times the mean. At a mean power of 1 mW, the constant 1 mW becomes a train with 11.6 mW peaks, each 2.95 ps wide at half maximum, repeating every 40 ps.

The power spectrum is identical in the two cases. Since the \(J_n\) are real, the difference lies entirely in signs: among the eleven strong lines, those with \(n=-5,-3,0\) and \(1\) are negative. A spectrometer that records only line powers cannot tell the steady comb from the pulsed one.

## Steady light does not mean incoherent lines

It may seem that a comb without pulses must have lost its coherence. Suppose then that the line powers \(p_n=|a_n|^2\) are kept, with \(\sum p_n=1\), but the phases \(\phi_n\) are independent and random. The terms with equal indices in the intensity add to 1, leaving

\[
I-1=\sum_{n\neq k}\sqrt{p_np_k}\,e^{i(\phi_k-\phi_n)} .
\]

This averages to zero. When it is squared, a product of two terms survives the average only if its phases cancel, so the term \((n,k)\) must meet the term \((k,n)\). Hence

\[
\langle(I-1)^2\rangle=\sum_{n\neq k}p_np_k
=\left(\sum_np_n\right)^2-\sum_np_n^2
=1-\sum_np_n^2 .
\]

For the powers of the example the standard deviation is 0.939 of the mean intensity, and a sample of random phases gave 0.936. Lines with unrelated phases make strongly fluctuating light. The steady output depends on an orderly set of phases just as the pulses do.

The phase noise of the laser does not spoil this order. It multiplies the whole envelope by \(e^{i\phi_L(t)}\), which has unit size and leaves the intensity alone. If \(\phi_L\) hardly changes during one drive period, every line acquires the same extra phase, which drops out of all relative phases. In a simulated 0.8 µs record with a laser linewidth of 1 MHz, the phase of line 3 wandered with a standard deviation of 0.64 rad, while the phase of line 4 relative to line 3, with the lines extracted one drive period at a time, varied by 0.0016 rad. The first figure is a single random draw; over many records its rms value is 0.92 rad. The second depends on the pair and the window: pairs such as lines 1 and 2 or \(-3\) and 3 give 0.002 to 0.005 rad, and longer windows give less. The drive was taken as noiseless. A slow drive phase error \(\delta\) would replace \(x\) by \(x+\delta\) and shift line \(n\) by \(n\delta\); that does disturb the relative phases, but the intensity remains 1.

## Revealing the beats by removing a line

The cancellation needs all the lines. Let a narrow filter remove line \(k\) and leave the others untouched. The remaining field is \(e^{i\beta\sin x}-J_ke^{ikx}\), and

\[
I(x)=1+J_k^2-2J_k\cos(\beta\sin x-kx).
\]

For \(k\neq0\), the argument of the cosine changes continuously by \(-2\pi k\) in one period, so the cosine reaches both \(+1\) and \(-1\). The intensity then ranges between \((1-|J_k|)^2\) and \((1+|J_k|)^2\).

Removing line 3 takes away 18.1% of the power. The intensity now swings from \((1-0.4255)^2=0.330\) to \((1+0.4255)^2=2.03\), in units of the original constant value. Taking light away has doubled the greatest intensity, because the lost line had been cancelling part of the others' sum at those moments.

## Making pulses without changing the line powers

Dispersion changes the phases and leaves the powers alone. A fibre of length \(L\) multiplies a line at angular frequency \(\omega\) by \(e^{-i\kappa(\omega)L}\), where \(\kappa\) is the propagation constant; the minus sign belongs to the time factor \(e^{+i\omega t}\). Expand \(\kappa\) about \(\omega_0\) to second order in \(n\Omega\). The constant term gives an overall phase and the linear term a delay. Dropping both, and neglecting higher-order dispersion, fibre nonlinearity and loss, we have

\[
a_n=J_ne^{i\theta n^2},\qquad \theta=-\frac{\beta_2L\Omega^2}{2},
\]

where \(\beta_2=d^2\kappa/d\omega^2\). The beat sum becomes

\[
I_m=\sum_nJ_{n+m}J_ne^{i\theta[(n+m)^2-n^2]}
=e^{i\theta m^2}\sum_nJ_{n+m}J_ne^{in\delta},\qquad \delta=2m\theta .
\]

The last sum is the \(m\)th Fourier coefficient of \(u(x)u^*(x-\delta)\), as multiplying the two series shows. That product is also

\[
e^{i\beta[\sin x-\sin(x-\delta)]}
=e^{2i\beta\sin(\delta/2)\cos(x-\delta/2)} .
\]

Put \(z=x-\delta/2+\pi/2\), so that \(\cos(x-\delta/2)=\sin z\) and \(e^{-imx}=e^{-imz}e^{-im\delta/2}i^m\). The integral over \(z\) is a Bessel function, and the coefficient is \(e^{-im\delta/2}i^mJ_m(2\beta\sin(\delta/2))\). Since \(m\delta/2=m^2\theta\), the phase factors cancel:

\[
I_m=i^mJ_m\bigl(2\beta\sin(m\theta)\bigr).
\]

At \(\theta=0\) every harmonic except \(I_0=J_0(0)=1\) vanishes, as it must. The same happens at \(\theta=\pi\): there \(e^{i\pi n^2}=(-1)^n\), which is linear in \(n\) and only shifts the waveform by half a period.

For small \(\theta\), use \(J_1(q)\approx q/2\). Then \(I_1\approx i\beta\theta\), \(I_{-1}\) is its conjugate, and the higher harmonics are of higher order in \(\theta\). To leading order,

\[
I(x)\approx1+2\,\mathrm{Re}\left(i\beta\theta e^{ix}\right)=1-2\beta\theta\sin x .
\]

The ripple has amplitude \(\beta\Omega^2|\beta_2|L\). Standard fibre with a dispersion of 17 ps/(nm km) has \(\beta_2=-21.7\) ps²/km at this wavelength, so even a 2 m pigtail gives a ripple of ±0.48%.

Longer fibre forms pulses. In a ray picture, light leaving the modulator at time \(t\) has frequency offset \(\beta\Omega\cos\Omega t\) and arrives at \(t'=t+\beta_2L\beta\Omega\cos\Omega t\), apart from a common delay. Thus

\[
\frac{dt'}{dt}=1-\beta_2L\beta\Omega^2\sin\Omega t .
\]

Neighbouring rays first arrive together when this reaches zero, at \(L=1/(\beta\Omega^2|\beta_2|)=416\) m. The wave calculation puts the highest peak in the first kilometre farther on, near 620 m. It is 8.2 times the mean and 2.83 ps wide.

This peak is lower than the equal-phase value of 11.6 because a quadratic phase does not turn the signs of the \(J_n\) into a linear phase. It is also slightly narrower than the equal-phase pulse, which is no contradiction: the bound concerns height, not width.

## How steady a real modulator would be

The values chosen are rough but typical for a lithium niobate modulator, with a strong drive. For such a device several small effects limit the constancy. Stray unmodulated light 50 dB below the main beam has relative amplitude \(s=10^{-2.5}\). It interferes with the main field to give a ripple of \(\pm2s=\pm0.63\%\), since the phase sweep of \(2\beta\) exceeds a full turn. This is slightly more than the pigtail's contribution.

The classical model also omits photon counting noise. At 1 mW there are \(3.12\times10^5\) photons in a drive period, so a count over one whole period has a relative noise of \(1/\sqrt{3.12\times10^5}=0.18\%\). Following the waveform within a period means counting over a shorter time, and the noise grows as the inverse square root of that time. Finally, a changing optical frequency means a changing photon energy, and a changing transit time slightly bunches the light. Both corrections are of order \(\beta\Omega/\omega_0\), here 112.2 GHz divided by 193.4 THz, or 0.058%. They act in the same direction, so together they give a power ripple of about ±0.12%.

A silicon modulator that works by moving carriers breaks the pure-phase assumption far more seriously, because carriers absorb as well as change the index. Take rough swings of \(\pm4\times10^{-4}\) in index and \(\pm1.5\) cm⁻¹ in loss, assume that both follow the drive sinusoidally, and let the whole optical mode feel them. The same \(\beta\) then needs a length

\[
\frac{\beta\lambda}{2\pi\Delta n}=\frac{4.488\times1.55\ \mu\text{m}}{2\pi\times4\times10^{-4}}=2.77\ \text{mm}.
\]

The loss exponent swings by \(\pm1.5\times0.277=\pm0.415\), and the ratio of greatest to least intensity is \(e^{0.83}=2.29\). This ratio depends only on the loss swing divided by the index swing, which varies with carrier density; the usual empirical free-carrier relations give roughly 1.9 to 3.6 for densities between \(10^{17}\) and \(10^{18}\) cm⁻³. The output is no longer steady, though this smooth rise and fall is still not a train of short pulses.

A steady reading shows that the intensity is constant only if the detector is fast enough to follow the 25 GHz spacing and its harmonics. A slow detector reports the mean, which is 1 mW for the steady comb, for the equal-phase pulses and for the pulses after a lossless fibre. To tell these apart one needs a measurement that depends on the line phases, such as a record of the waveform, or the mean of \(I^2\) from a slow two-photon detector; the line powers and the mean power are the same for all three. The values used here are collected in the numerical output.

## Computed results

```
wavelength 1550 nm; optical frequency 193.4 THz
drive frequency = line spacing 25 GHz; period 40 ps
peak drive 5.0 V; V_pi 3.5 V; beta 4.488 rad
mean optical power 1.0 mW
n, J_n, J_-n, power fraction of each of these lines (%)
 0 -0.3233 -0.3233 10.45
 1 -0.2278 +0.2278 5.19
 2 +0.2218 +0.2218 4.92
 3 +0.4255 -0.4255 18.10
 4 +0.3470 +0.3470 12.04
 5 +0.1931 -0.1931 3.73
 6 +0.0833 +0.0833 0.69
 7 +0.0296 -0.0296 0.09
lines within 10 dB of the strongest: 11
rms line offset 79.3 GHz
peak instantaneous frequency offset 112.2 GHz
largest deviation of summed-line intensity from 1: 3e-15
beat product J_3*J_4 +0.1477; J_-4*J_-3 -0.1477
beats at 1 x drive: positive sum +0.4520, negative sum -0.4520
beats at 2 x drive: positive sum +0.3891, negative sum -0.3891
equal phases: sum of |J_n| 3.404; peak/mean 11.58
equal phases: peak power 11.58 mW; FWHM 2.95 ps
random phases: intensity std/mean, formula 0.939, sampled 0.936
laser linewidth 1 MHz, record 0.8 us
phase std of line 3: 0.64 rad; of line 4 relative to line 3: 0.0016 rad
line 3 removed: intensity/original mean from 0.330 to 2.032
fibre D 17 ps/(nm km); beta2 -21.68 ps^2/km
simple focal length 416 m
highest peak in first 1000 m: at 620 m, theta 0.166 rad
there: peak/mean 8.21; FWHM 2.83 ps
neglected effects, relative to mean intensity:
2 m pigtail dispersion: ripple +/-0.48 % (formula 0.48 %)
stray path at -50 dB: ripple +/-0.63 %
photons per period 3.12e+05; shot noise 0.18 %
scale beta*Omega/omega0: 0.058 %
silicon carrier swing: index 4e-04, loss 1.5 per cm
silicon length for same beta 2.77 mm; max/min intensity 2.29
```
